**Grote–Hynes transmission coefficient and the Kramers limit**

The program tests $\kappa=\lambda/\omega_b$, where $\lambda>0$ solves $\lambda^2+\lambda\hat\gamma(\lambda)=\omega_b^2$; $\omega_b$ is the barrier frequency and $\hat\gamma$ the Laplace transform of the friction kernel. It asserts that Hessians of 20 random harmonic baths each have one unstable mode, at the predicted $\lambda$. For an exponential kernel represented by 300 modes, it asserts agreement of the velocity response, the variance of the coordinate and the reactive flux counted from 100000 Hamiltonian trajectories. Further assertions cover the short-memory, strong-friction and slow-bath limits, and the loss of growing solutions for a kernel with a large constant tail. The Kramers rate is compared with the slowest Fokker–Planck relaxation in a quartic double well: the ratio is 0.947 at a barrier of $6\,kT$ and 0.975 at $12\,kT$. In the worked example, with total friction $2\omega_b$ and memory time $1/\omega_b$, the output gives $\kappa=0.544$, against 0.414 for memoryless friction.

## Verification by program

```python
"""
Result under test: for q'' = wb^2 q - int gamma(t-s) q'(s) ds + R(t),
with thermal Gaussian noise R, the transmission coefficient is
    kappa = lam / wb,   lam^2 + lam * gamma_hat(lam) = wb^2,   lam > 0.
For memoryless friction this becomes the Kramers spatial-diffusion result
    kappa = sqrt(1 + (gamma/(2 wb))^2) - gamma/(2 wb).

Symbols: q mass-weighted coordinate, wb barrier frequency, gamma total
friction (time integral of the kernel), tau memory time of the kernel
(gamma/tau) exp(-t/tau), gamma_hat Laplace transform of the kernel.
Tests use reduced units wb = 1, kT = 1; the example uses atomic units.
"""
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import eigs


def grote_hynes(gamma_hat):
    """Positive root lam in units of wb; gamma_hat is also reduced."""
    return brentq(lambda s: s * (s + gamma_hat(s)) - 1.0,
                  1e-12, 1.0 + 1e-12, xtol=1e-15)


def kappa_memory(friction, tau):
    return grote_hynes(lambda s: friction / (1.0 + s * tau))


def kappa_kramers(friction):
    return np.sqrt(1.0 + friction**2 / 4.0) - friction / 2.0


def response(t, friction, tau):
    """G(t) and H(t) = 1 + int_0^t G for the exponential kernel, wb = 1."""
    s = np.roots([tau, 1.0, friction - tau, -1.0])
    weight = (1.0 + s * tau) / (3 * tau * s**2 + 2 * s + friction - tau)
    g = np.sum(weight * np.exp(s * t)).real
    h = 1.0 + np.sum(weight * (np.exp(s * t) - 1.0) / s).real
    return g, h


def kappa_time(t, friction, tau):
    g, h = response(t, friction, tau)
    return g / np.sqrt(h**2 - 1.0)


def bath_hessian(freq, strength):
    """Hessian of -q^2/2 + sum w^2 (x - c q/w^2)^2/2, strength=c^2/w^2."""
    coupling = np.sqrt(strength) * freq
    hess = np.diag(np.concatenate(([-1.0 + strength.sum()], freq**2)))
    hess[0, 1:] = -coupling
    hess[1:, 0] = -coupling
    return hess


def double_well_rate(barrier, friction_ratio, nx=80, nv=30):
    """Escape rate from one well of barrier*(x^2-1)^2, kT = mass = 1.

    The phase-space Fokker-Planck operator is expanded in oscillator
    functions of x and Hermite functions of v. The odd-parity sector
    contains the slow relaxation mode, whose decay rate is twice the
    escape rate from one well."""
    scale = 5.0
    size = nx + 6
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    x = (lower + lower.T) / (np.sqrt(2.0) * scale)
    ddx = scale * (lower - lower.T) / np.sqrt(2.0)
    slope = 4.0 * barrier * (x @ x @ x - x)
    d = (ddx + slope / 2.0)[:nx, :nx]
    up = np.diag(np.sqrt(np.arange(1.0, nv)), -1)
    friction = friction_ratio * np.sqrt(4.0 * barrier)
    operator = (-sparse.kron(up, d) + sparse.kron(up.T, d.T)
                - friction * sparse.kron(np.diag(np.arange(float(nv))),
                                         np.eye(nx))).tocsr()
    parity = (np.arange(nv)[:, None] + np.arange(nx)[None, :]).ravel() % 2
    odd = np.where(parity == 1)[0]
    operator = operator[odd][:, odd].tocsc()
    value = eigs(operator, k=1, sigma=0.0, v0=np.ones(len(odd)),
                 return_eigenvectors=False)[0]
    assert abs(value.imag) < 1e-6 * abs(value.real) and value.real < 0
    return -value.real / 2.0


# Model parameters in atomic units
wb, w0, gamma, tau = 5.0e-4, 6.0e-4, 1.0e-3, 2000.0
barrier_energy, thermal_energy = 0.012, 0.001
ratio, memory = gamma / wb, wb * tau
kappa_gh = kappa_memory(ratio, memory)
kappa_k = kappa_kramers(ratio)
rng = np.random.default_rng(7)

# Arbitrary harmonic baths: one unstable mode, at the Grote-Hynes root
for _ in range(20):
    freq = rng.uniform(0.2, 5.0, 12)
    strength = rng.uniform(0.01, 0.5, 12)
    modes = np.linalg.eigvalsh(bath_hessian(freq, strength))
    root = grote_hynes(lambda s: np.sum(strength * s / (s**2 + freq**2)))
    assert np.sum(modes < 0) == 1
    assert abs(np.sqrt(-modes[0]) / root - 1.0) < 1e-8

# Bath whose cosine spectrum represents the exponential kernel
n_bath = 300
angle = (np.arange(n_bath) + 0.5) * np.pi / (2 * n_bath)
freq = np.tan(angle) / memory
strength = np.full(n_bath, ratio / memory / n_bath)
eigenvalues, vectors = np.linalg.eigh(bath_hessian(freq, strength))
lam_hessian = np.sqrt(-eigenvalues[0])
assert abs(lam_hessian - kappa_gh) < 1e-8

# Exact Hamiltonian propagation of q from all initial data
times = np.array([0.5, 1.0, 2.0, 4.0, 8.0])
omega = np.sqrt(eigenvalues + 0j)
from_x, from_p = [], []
for t in times:
    from_x.append((vectors[0] * np.cos(omega * t).real) @ vectors.T)
    from_p.append((vectors[0] * (np.sin(omega * t) / omega).real)
                  @ vectors.T)
from_x, from_p = np.array(from_x), np.array(from_p)
thermal_x = from_x[:, 1:] / freq
for i, t in enumerate(times):
    g, h = response(t, ratio, memory)
    variance = np.sum(thermal_x[i]**2) + np.sum(from_p[i]**2)
    # tolerance covers the finite number of bath modes
    assert abs(from_p[i, 0] / g - 1.0) < 1e-3
    assert abs(variance / (h**2 - 1.0) - 1.0) < 1e-3

# Reactive flux by counting sampled trajectories, flux-weighted v0
n_traj, chunk = 100000, 10000
flux = np.zeros(len(times))
for _ in range(n_traj // chunk):
    direction = rng.choice([-1.0, 1.0], chunk)
    v0 = direction * np.sqrt(rng.chisquare(2, chunk))
    q = np.outer(from_p[:, 0], v0)
    q += thermal_x @ rng.standard_normal((n_bath, chunk))
    q += from_p[:, 1:] @ rng.standard_normal((n_bath, chunk))
    flux += np.sum(direction * np.sign(q), axis=1)
flux /= n_traj
kappa_t = np.array([kappa_time(t, ratio, memory) for t in times])
errors = np.sqrt((1.0 - kappa_t**2) / n_traj)
assert np.all(np.abs(flux - kappa_t) < 5 * errors + 1e-3)
assert abs(kappa_time(1e-4, ratio, memory) - 1.0) < 1e-3
assert abs(kappa_time(16.0, ratio, memory) - kappa_gh) < 1e-6

# Full Kramers rate in a double well; corrections vanish as kT/barrier
well_barriers = [6.0, 12.0]
rate_ratios = []
for b in well_barriers:
    tst = np.sqrt(8.0 * b) / (2 * np.pi) * np.exp(-b)
    rate_ratios.append(double_well_rate(b, ratio) / (kappa_k * tst))
deviation = np.abs(np.array(rate_ratios) - 1.0)
assert deviation[1] < 0.04 and deviation[1] < 0.7 * deviation[0]

# Short-memory, strong-friction and slow-bath limits
short = 1e-3
slope_formula = ratio * kappa_k**2 / (2 * kappa_k + ratio)
slope_numeric = (kappa_memory(ratio, short) - kappa_k) / short
assert abs(slope_numeric / slope_formula - 1.0) < 0.01
assert abs(kappa_memory(ratio, 1e-8) - kappa_k) < 1e-7
assert abs(kappa_kramers(100.0) * 100.0 - 1.0) < 1e-3
slow = 1e5
frozen = kappa_memory(0.5 * slow, slow)
caged = kappa_memory(2.0 * slow, slow) * slow
assert abs(frozen - np.sqrt(1.0 - 0.5)) < 1e-4
assert abs(caged - 1.0 / (2.0 - 1.0)) < 1e-3

# A constant kernel tail above wb^2 removes every growing solution
tail = 1.5
stuck = np.roots([memory, 1.0, ratio + (tail - 1.0) * memory, tail - 1.0])
assert np.all(stuck.real < 0)

# Worked example
time_unit = constants.physical_constants['atomic unit of time'][0]
kelvin = constants.physical_constants['hartree-kelvin relationship'][0]
k_tst = w0 / (2 * np.pi) * np.exp(-barrier_energy / thermal_energy)
print(f"barrier frequency wb = {wb:.1e} a.u.")
print(f"well frequency w0 = {w0:.1e} a.u.")
print(f"total friction gamma = {gamma:.1e} a.u.")
print(f"memory time tau = {tau:.0f} a.u.")
print(f"barrier energy E = {barrier_energy:.3f} hartree")
print(f"thermal energy kT = {thermal_energy:.3f} hartree")
print(f"temperature = {thermal_energy * kelvin:.1f} K")
print(f"E/kT = {barrier_energy / thermal_energy:.1f} (no unit)")
print(f"hbar*wb/kT = {wb / thermal_energy:.2f} (no unit)")
print(f"gamma/wb = {ratio:.2f} (no unit)")
print(f"wb*tau = {memory:.2f} (no unit)")
print(f"kernel at t=0, gamma/tau = {gamma / tau:.2e} a.u.")
print(f"wb^2 = {wb**2:.2e} a.u.")
print(f"Grote-Hynes lambda = {kappa_gh * wb:.5e} a.u.")
print(f"lambda from bath Hessian = {lam_hessian * wb:.5e} a.u.")
print(f"gamma_hat(lambda) = {gamma / (1 + kappa_gh * memory):.5e} a.u.")
print(f"Kramers lambda = {kappa_k * wb:.5e} a.u.")
print(f"kappa Grote-Hynes = {kappa_gh:.5f} (no unit)")
print(f"kappa Kramers = {kappa_k:.5f} (no unit)")
print(f"kappa ratio GH/Kramers = {kappa_gh / kappa_k:.4f} (no unit)")
for name, factor in (("TST", 1.0), ("Kramers", kappa_k),
                     ("Grote-Hynes", kappa_gh)):
    rate = factor * k_tst
    print(f"rate {name} = {rate:.4e} a.u. = {rate / time_unit:.4e} s^-1")
print(f"kappa(t): trajectories = {n_traj}, bath modes = {n_bath}")
for t, exact, counted, err in zip(times, kappa_t, flux, errors):
    print(f"t = {t / wb:.0f} a.u.: formula {exact:.4f}, "
          f"counted {counted:.4f} +- {err:.4f}")
print("kappa at fixed gamma, varied memory time:")
for tau_scan in (20.0, 200.0, 2000.0, 20000.0, 200000.0):
    value = kappa_memory(ratio, wb * tau_scan)
    print(f"tau = {tau_scan:.0f} a.u.: kappa = {value:.5f}")
print("Kramers kappa and strong-friction estimate wb/gamma:")
for f in (0.5, 2.0, 10.0):
    print(f"gamma/wb = {f:.1f}: {kappa_kramers(f):.5f}, {1 / f:.5f}")
print("double well, Fokker-Planck rate / Kramers rate:")
for b, value in zip(well_barriers, rate_ratios):
    print(f"E/kT = {b:.0f}: {value:.4f} (no unit)")
print(f"slow bath, g = 0.5 wb^2: lambda/wb = {frozen:.5f}")
print(f"slow bath, g = 2 wb^2: lambda*tau = {caged:.5f}")
print("PASS")
```

Output:

```
barrier frequency wb = 5.0e-04 a.u.
well frequency w0 = 6.0e-04 a.u.
total friction gamma = 1.0e-03 a.u.
memory time tau = 2000 a.u.
barrier energy E = 0.012 hartree
thermal energy kT = 0.001 hartree
temperature = 315.8 K
E/kT = 12.0 (no unit)
hbar*wb/kT = 0.50 (no unit)
gamma/wb = 2.00 (no unit)
wb*tau = 1.00 (no unit)
kernel at t=0, gamma/tau = 5.00e-07 a.u.
wb^2 = 2.50e-07 a.u.
Grote-Hynes lambda = 2.71845e-04 a.u.
lambda from bath Hessian = 2.71845e-04 a.u.
gamma_hat(lambda) = 6.47799e-04 a.u.
Kramers lambda = 2.07107e-04 a.u.
kappa Grote-Hynes = 0.54369 (no unit)
kappa Kramers = 0.41421 (no unit)
kappa ratio GH/Kramers = 1.3126 (no unit)
rate TST = 5.8673e-10 a.u. = 2.4256e+07 s^-1
rate Kramers = 2.4303e-10 a.u. = 1.0047e+07 s^-1
rate Grote-Hynes = 3.1900e-10 a.u. = 1.3188e+07 s^-1
kappa(t): trajectories = 100000, bath modes = 300
t = 1000 a.u.: formula 0.9477, counted 0.9491 +- 0.0010
t = 2000 a.u.: formula 0.8378, counted 0.8386 +- 0.0017
t = 4000 a.u.: formula 0.6456, counted 0.6455 +- 0.0024
t = 8000 a.u.: formula 0.5456, counted 0.5454 +- 0.0027
t = 16000 a.u.: formula 0.5438, counted 0.5430 +- 0.0027
kappa at fixed gamma, varied memory time:
tau = 20 a.u.: kappa = 0.41543
tau = 200 a.u.: kappa = 0.42650
tau = 2000 a.u.: kappa = 0.54369
tau = 20000 a.u.: kappa = 0.90548
tau = 200000 a.u.: kappa = 0.99005
Kramers kappa and strong-friction estimate wb/gamma:
gamma/wb = 0.5: 0.78078, 2.00000
gamma/wb = 2.0: 0.41421, 0.50000
gamma/wb = 10.0: 0.09902, 0.10000
double well, Fokker-Planck rate / Kramers rate:
E/kT = 6: 0.9465 (no unit)
E/kT = 12: 0.9745 (no unit)
slow bath, g = 0.5 wb^2: lambda/wb = 0.70711
slow bath, g = 2 wb^2: lambda*tau = 1.00000
PASS
```
